\section*{Sphere Charge, Phase Shifts, and the Friedel Meaning of Norm Conservation}

\section{What a distant electron learns about the core}

An electron that scatters from an atom in a metal carries away one number per angular momentum $l$ and energy $E$: the phase shift $\delta_l(E)$. A pseudopotential replaces the strong potential near the nucleus by a weaker one without core states. It can be made to give the correct phase shift at a chosen energy $E_0$, but the electrons of the metal fill a range of energies. What must be preserved inside the core region so that the scattering, and with it the number of electrons the atom attracts, stays correct when the energy moves away from $E_0$?

The answer involves the charge inside a sphere. That charge is not the energy derivative of the phase shift alone, since a surface term enters as well. Norm conservation is likewise not the Friedel sum rule itself: for two potentials whose phases already agree modulo $\pi$ at $E_0$, it makes the first derivatives of their Friedel counts with respect to the Fermi energy agree there, channel by channel.

\section{Inner and outer waves}

We use Hartree atomic units and independent electrons in a spherical potential. The radial function $u(r)$, which is $r$ times the radial wave function, is real, regular at the origin, and obeys
\begin{equation}
u''=\left[\frac{l(l+1)}{r^2}+2V(r)-2E\right]u .
\label{radial}
\end{equation}
We assume that $V$ is real, independent of energy, less singular than $1/r^2$ at the origin, and zero for $r\ge R$.

For $E=k^2/2>0$ let $s(x)=x j_l(x)$ and $c(x)=x y_l(x)$, with $j_l,y_l$ the spherical Bessel functions. Both satisfy
\begin{equation}
y''=\left[\frac{l(l+1)}{x^2}-1\right]y ,\qquad s\,c'-s'c=1 .
\label{bessel}
\end{equation}
The second relation holds because the equation has no first-derivative term, so the Wronskian is constant. Its value follows from $s\to\sin(x-l\pi/2)$ and $c\to-\cos(x-l\pi/2)$ at large $x$. Outside the potential we normalize $u$ to unit asymptotic amplitude:
\begin{equation}
u(r)=f(kr),\qquad f=\cos\delta\,s-\sin\delta\,c\;\to\;\sin(kr-l\pi/2+\delta).
\label{outer}
\end{equation}

Let $L=u'(R)/u(R)$ be the logarithmic derivative. Setting it equal to $kf'/f$ and collecting the terms in $\sin\delta$ and $\cos\delta$ gives
\begin{equation}
\tan\delta=\frac{k s'-L s}{k c'-L c}\bigg|_{x=kR}.
\label{tan}
\end{equation}
Equal $L$ at one energy therefore means equal $\delta$ up to a multiple of $\pi$, and conversely.

\section{The charge as a Wronskian}

Define the sphere charge, which for a wave of unit outer amplitude has the dimension of a length, by
\begin{equation}
Q=\int_0^R u^2\,dr .
\end{equation}
Differentiate (\ref{radial}) with respect to $E$ at fixed $r$ and write $u_E=\partial u/\partial E$. The result is the same equation for $u_E$ with an extra term $-2u$ on the right. Hence
\begin{equation}
\frac{d}{dr}\left(u'u_E-u\,u_E'\right)=u''u_E-u\,u_E''=2u^2 ,
\end{equation}
because the terms containing $V$ cancel. Both $u$ and $u_E$ vanish as $r^{l+1}$ at the origin, so integration from $0$ to $R$ leaves the upper limit:
\begin{equation}
2Q=\left[u'u_E-u\,u_E'\right]_{r=R}.
\label{wronskian}
\end{equation}

If $V$ is a nonlocal operator with a real symmetric kernel confined to the sphere, the potential terms no longer cancel point by point. Their integral is $2\int(u_E\,Vu-u\,Vu_E)\,dr$, which vanishes by symmetry, so (\ref{wronskian}) survives. If a local $V$ depends on energy, the extra term becomes $-2(1-\partial V/\partial E)u$. Then $Q$ in (\ref{wronskian}) is replaced by $\int_0^R(1-\partial V/\partial E)u^2dr$, and the link to the charge alone is lost.

For $u(R)\neq0$,
\begin{equation}
\frac{dL}{dE}=\frac{u\,u_E'-u'u_E}{u^2}\bigg|_R=-\frac{2Q}{u(R)^2}.
\label{logder}
\end{equation}
The ratio on the right does not depend on the normalization of $u$. Nothing in (\ref{logder}) required $E>0$ or a vanishing potential outside $R$, so it also serves for bound reference states.

\section{From the Wronskian to the phase shift}

Since $dE=k\,dk$, we have $\partial_k=k\,\partial_E$. Multiplying (\ref{wronskian}) by $k$ gives $2kQ=[u'u_k-u\,u_k']_R$, with subscript $k$ for $\partial_k$. We now insert (\ref{outer}). The wave depends on $k$ through $x=kr$ and through $\delta$. With
\begin{equation}
g=\frac{\partial f}{\partial\delta}=-\sin\delta\,s-\cos\delta\,c
\end{equation}
and primes on $f,g$ denoting $d/dx$, the ingredients at $r=R$ are
\begin{align}
u'&=kf', & u_k&=Rf'+\delta_k\,g, & u_k'&=f'+kRf''+k\delta_k\,g' .
\end{align}
Therefore
\begin{equation}
2kQ=k\delta_k\,(f'g-fg')+kR\,(f'^2-ff'')-ff' .
\label{insert}
\end{equation}
In $fg'-f'g$ the products $ss'$ and $cc'$ cancel, leaving
\begin{equation}
fg'-f'g=-(\cos^2\delta+\sin^2\delta)(sc'-s'c)=-1 ,
\end{equation}
so the first bracket in (\ref{insert}) equals $+1$. Replacing $f''$ by means of (\ref{bessel}) and dividing by $2k$, we obtain
\begin{equation}
Q=\frac12\frac{d\delta}{dk}+S,
\label{main}
\end{equation}
\begin{equation}
S=\frac12\left\{R\left[f'^2+\left(1-\frac{l(l+1)}{(kR)^2}\right)f^2\right]-\frac{ff'}{k}\right\}_{x=kR}.
\label{surface}
\end{equation}

This holds at finite $R$, with no large-distance approximation. For $l=0$, $f=\sin(kR+\delta)$ and
\begin{equation}
S=\frac R2-\frac{\sin(2kR+2\delta)}{4k}.
\label{swave}
\end{equation}
The term $R/2$ is the charge of a wave with mean square $1/2$; the sine accounts for the point in its oscillation at which the sphere cuts the wave. The phase derivative may be negative while $Q$ is positive, provided $d\delta/dk>-2S$.

\section{Norm conservation}

Let an all-electron potential (ae) and a pseudopotential (ps), both zero beyond $R$, have equal $L$ at $E_0=k_0^2/2$. By (\ref{tan}) their phases agree modulo $\pi$. Adding $\pi$ to $\delta$ changes the sign of $f$, and $S$ is quadratic in $f$, so both have the same $S$. Let $\Delta$ denote ps minus ae. Subtracting (\ref{main}) for the two potentials gives
\begin{equation}
\Delta Q=\frac12\,\Delta\frac{d\delta}{dk}=\frac{k_0}{2}\,\Delta\frac{d\delta}{dE}\qquad (E=E_0).
\label{norm}
\end{equation}
Given equal phases modulo $\pi$, equal sphere charges and equal energy slopes of the phase are thus equivalent. The charges must be compared for waves that coincide outside, apart from sign. Equation (\ref{logder}) expresses the same condition through $dL/dE$. It is a statement about one energy and one $l$; second derivatives are not constrained.

\section{The Friedel count}

\subsection{Counting levels}

Place the atom at the centre of a hard sphere of large radius $\rho$ and replace $V$ by $\lambda V$, with $\lambda$ growing from 0 to 1. Choose the branch of $\delta$ that is continuous in $\lambda$ and zero at $\lambda=0$. By (\ref{outer}), a level lies at $E$ when
\begin{equation}
\theta(E,\lambda)=k\rho-\frac{l\pi}{2}+\delta=n\pi .
\label{box}
\end{equation}
As $\lambda$ changes, this level moves with $dE/d\lambda=-\theta_\lambda/\theta_E$. For large $\rho$, $\theta_E=(\rho+\delta_k)/k$ is positive. Each time $\theta(E_F,\lambda)$ rises through a multiple of $\pi$, one level therefore passes downward through the Fermi energy $E_F=k_F^2/2$; when it falls through one, a level leaves upward.

The number of levels below $E_F$ thus changes by the difference of the integer parts of $\theta/\pi$ at $\lambda=1$ and $\lambda=0$. This integer jumps as $\rho$ varies, and its average over $\rho$ is $\delta(E_F)/\pi$. Levels of one $l$ keep their order as $\lambda$ grows, so those that end as bound states are the lowest ones; they stay below $E_F$, and the count of levels below $E_F$ includes them. With two spins and $2l+1$ values of $m$, the displaced number of electrons is
\begin{equation}
N(E_F)=\frac2\pi\sum_l(2l+1)\,\delta_l(E_F).
\label{friedel}
\end{equation}
As $E_F\to0$ the continuum contributes nothing if no state sits at threshold. The $n_l$ bound levels per spin and $m$ remain, and $\delta_l(0)=n_l\pi$.

Equation (\ref{friedel}) counts electrons in a given potential. The further statement that $N$ equals the nuclear charge $Z$ is a neutrality condition: it holds when that potential is the self-consistent one of a completely screened atom added to a uniform electron gas whose positive background is left unchanged.

\subsection{The same count as a charge}

Now move the hard wall out to a radius $D\to\infty$ and count the charge inside a large radius $\rho\ll D$. A normalized continuum state is $\sqrt{2/D}\,f$, and states are spaced by $\pi/D$ in $k$. A sum over states thus becomes $(2/\pi)\int dk\,f^2$. Equation (\ref{main}) holds at any radius beyond $R$, so we apply it at the counting radius $\rho$ and subtract the free-electron charge, for which $\delta=0$. The charge displaced into the sphere, per spin and $m$, is
\begin{equation}
n_l+\frac2\pi\int_0^{k_F}\!dk\left[\frac12\frac{d\delta}{dk}+S(\delta)-S(0)\right].
\label{charge}
\end{equation}
The first two terms give $n_l+[\delta(k_F)-n_l\pi]/\pi=\delta(k_F)/\pi$, which is the Friedel count.

For the surface terms, (\ref{bessel}) shows that the square bracket in (\ref{surface}) has the $x$-derivative $2l(l+1)f^2/x^3$ and tends to 1. Its leading deviation from 1, of order $x^{-2}$, comes from the mean value of $f^2$ and is the same for every $\delta$. At large $\rho$ there remains
\begin{equation}
S(\delta)-S(0)\simeq-\frac{(-1)^l}{4k}\left[\sin(2k\rho+2\delta)-\sin 2k\rho\right].
\end{equation}
At small $k$, (\ref{tan}) gives $\delta-n_l\pi\propto k^{2l+1}$ without a threshold state, so the lower limit adds nothing at order $1/\rho$. Integrating by parts at the upper limit yields the tail
\begin{equation}
\frac{(-1)^l}{4\pi k_F\rho}\left[\cos(2k_F\rho+2\delta)-\cos2k_F\rho\right],
\label{tail}
\end{equation}
with $\delta$ taken at $k_F$. This is the Friedel oscillation of the enclosed charge. The Friedel number is thus a charge summed over energy and over all space, whereas $Q$ is the charge of one wave inside the core sphere.

\section{Where the two conditions meet}

Suppose the all-electron atom has $n_c$ core states in channel $l$, and its wave at $E_0$ has $n_c$ nodes inside $R$, while the pseudo-wave has none. For a local radial potential, the number of hard-sphere levels below $E$ equals the number of nodes of $u$ at $E$ inside that sphere. The two waves agree outside $R$, so the counts differ by $n_c$ and
\begin{equation}
\delta^{\rm ps}(E_0)=\delta^{\rm ae}(E_0)-n_c\pi .
\label{shift}
\end{equation}
Let $N_l$ be the $l$ term of (\ref{friedel}). The all-electron valence count is $N_l^{\rm ae}-2(2l+1)n_c$, and by (\ref{shift}) the pseudopotential reproduces it at $E_F=E_0$. Equal logarithmic derivatives together with a nodeless pseudo-wave suffice for this; the norm plays no part.

Away from $E_0$, expand the phase difference and use (\ref{norm}). The pseudopotential's error in the valence count is
\begin{equation}
\Delta N_l=\frac{4(2l+1)}{\pi k_0}\,\Delta Q\,(E_F-E_0)+O\!\left((E_F-E_0)^2\right).
\label{error}
\end{equation}
Norm conservation removes the linear term. Conversely, if the valence count of a channel is right throughout an interval around $E_0$, the linear term must vanish and the norm is conserved. The argument applies channel by channel, since in the total $N$ errors of different $l$ could cancel.

\section{A model atom with one core level}

Take $V=-(Z/r)(1-r/R)^2$ for $r<R$, with $Z=3$, $R=2$ bohr and $E_0=0.5$ hartree (13.606 eV), so $k_0=1$ bohr$^{-1}$. The potential is a model, not made self-consistent. It has one $s$ core level, at $-1.887$ hartree, and no bound $p$ state.

For the $s$ channel we choose pseudo-waves $u=r\,e^{q}$ with
\begin{equation}
q=\alpha+\beta t+\gamma t^2+d\,t^3,\qquad t=r^2-R^2 .
\end{equation}
Value, slope and curvature at $R$ fix $\alpha,\beta,\gamma$. Inside the sphere $t^3<0$, so the norm falls steadily as $d$ rises, and one value, $d=0.00559$ bohr$^{-6}$, gives the all-electron norm. The ``plain'' comparison has $d=0$. From $u'/u=1/r+q'$ follows $u''/u=2q'/r+q''+q'^2$, and (\ref{radial}) with $l=0$ yields
\begin{equation}
V^{\rm ps}=E_0+\frac{q'}{r}+\frac{q''+q'^2}{2}.
\end{equation}

The all-electron phase is $2.5098$ rad. Both pseudopotentials, solved afresh, give $-0.6318$ rad, lower by $\pi$ as (\ref{shift}) requires. Equation (\ref{swave}) gives the common surface term
\begin{equation}
S=1-\tfrac14\sin(4+5.0196)=0.9015\ \text{bohr}.
\end{equation}
With the computed half slopes $\frac12 d\delta/dk$, (\ref{main}) reads, in bohr,
\begin{align}
\text{all-electron, norm-conserving:}\quad Q&=-0.26667+0.90145=0.63478,\\
\text{plain:}\quad Q&=-0.20211+0.90145=0.69934 .
\end{align}
These agree with direct integration of $u^2$. The excess $\Delta Q=0.0646$ bohr of the plain wave implies, by (\ref{norm}), a slope error of $2\Delta Q/k_0=0.129$ rad/hartree. The computed slopes are $-0.4042$ rad/hartree for the plain potential and $-0.5333$ rad/hartree ($-0.0196$ rad/eV) for the other two, which differ by that amount.

The valence $s$ count at $E_F=E_0$ is $-0.4022$ electrons for all three potentials. It is negative: once the core pair is removed, the $s$ channel holds fewer electrons than without the atom. Equation (\ref{error}) predicts for the plain potential an error of $4(0.0646)/\pi=0.082$ electrons per hartree. The errors relative to the all-electron count are:
\begin{center}
\begin{tabular}{ccc}
$E_F$ (hartree) & plain & norm-conserving\\
0.3 & $-0.0112$ & $0.0011$\\
0.4 & $-0.0069$ & $0.0003$\\
0.6 & $0.0095$ & $0.0004$\\
0.7 & $0.0216$ & $0.0016$
\end{tabular}
\end{center}
At $\pm0.1$ hartree from $E_0$ the linear law gives $\pm0.0082$, the mean magnitude of the two plain errors there. The norm-conserving errors have the same sign on both sides, as a quadratic law demands. Doubling the offset above $E_0$ from $0.002$ to $0.004$ hartree multiplies the phase error by 2.006 for the plain potential and by 4.006 for the norm-conserving one. The ratios tend to 2 and 4 as the offset shrinks; the small excess comes from the next order and changes sign below $E_0$.

Direct integration of the displaced $s$ charge inside 100 bohr gives $0.79796$ per spin. The Friedel value $\delta/\pi=0.79889$ plus the tail (\ref{tail}), $-0.00093$, gives the same. The check's output below contains the corresponding check for the $p$ channel.

Summed over $l$, the model displaces $2.132$ electrons, or $0.132$ beyond the core pair. A self-consistent neutral atom with $Z=3$ would need 3 and 1. The missing charge reflects the chosen potential and Fermi energy; it is not a failure of (\ref{friedel}). Norm conservation carries the valence count of a given potential over to its pseudopotential near $E_0$, but it does not make that potential self-consistent.

\section*{Computed results}
\begin{verbatim}
Z = 3.0, R = 2.0 bohr, k0 = 1.0000 1/bohr
E0 = 0.500 hartree = 13.606 eV
s core level = -1.88702 hartree; s bound states 1, p bound states 0
L = u'/u at R, E0: 0.205413 1/bohr; |u(R)| = 0.979548
top coefficient d, norm-conserving: 0.005590 bohr^-6
V at r=0: norm-conserving 1.5677, plain 0.7627 hartree
s channel at E0 (unit outer amplitude; Q, half slope, S in bohr):
 all-electron: delta = 2.509794 rad, Q = 0.634783
   half slope = -0.266669, S = 0.901452
   d(delta)/dE = -0.533337 rad/hartree = -0.019600 rad/eV
   dL/dE = -1.323135 1/(bohr hartree)
 norm-conserving: delta = -0.631799 rad, Q = 0.634783
   half slope = -0.266669, S = 0.901452
   d(delta)/dE = -0.533337 rad/hartree = -0.019600 rad/eV
   dL/dE = -1.323135 1/(bohr hartree)
 plain: delta = -0.631799 rad, Q = 0.699341
   half slope = -0.202111, S = 0.901452
   d(delta)/dE = -0.404222 rad/hartree = -0.014855 rad/eV
   dL/dE = -1.457698 1/(bohr hartree)
Displaced electrons per spin and m inside 100 bohr, E_F = E0:
 all-electron s: direct 0.797957, delta/pi 0.798892, tail -0.000933
 all-electron p: direct 0.083771, delta/pi 0.084059, tail -0.000297
 norm-conserving s: direct -0.202043, delta/pi -0.201108, tail -0.000933
Valence s electrons 2*delta/pi (both spins), core removed:
 E_F = 0.3 hartree: all-electron -0.32205, norm-conserving -0.32092, plain -0.33321
 E_F = 0.4 hartree: all-electron -0.36558, norm-conserving -0.36526, plain -0.37249
 E_F = 0.5 hartree: all-electron -0.40222, norm-conserving -0.40222, plain -0.40222
 E_F = 0.6 hartree: all-electron -0.43399, norm-conserving -0.43362, plain -0.42447
 E_F = 0.7 hartree: all-electron -0.46214, norm-conserving -0.46054, plain -0.44054
Phase-error ratio, dE 0.004 to 0.002 hartree: plain 2.0063, norm-conserving 4.0064
All-electron partial waves at E_F = E0:
 l = 0: delta = 2.509794 rad, electrons = 1.597785
 l = 1: delta = 0.264079 rad, electrons = 0.504354
 l = 2: delta = 0.009034 rad, electrons = 0.028756
 l = 3: delta = 0.000320 rad, electrons = 0.001425
 l = 4: delta = 0.000009 rad, electrons = 0.000049
 l = 5: delta = 0.000000 rad, electrons = 0.000001
 l = 6: delta = 0.000000 rad, electrons = 0.000000
Friedel total 2.13237 electrons; without core 0.13237
Largest errors: dL/dE 5.9e-11 (relative), sphere identity 1.9e-09 bohr
\end{verbatim}
